Transverse kinetic energy and the Gaussian average in direct Zener tunnelling

In a two-band semiconductor model with a direct gap of 0.4 eV, pulled by a force of 0.005 eV/Å, a valence electron with no transverse motion crosses into the conduction band with probability 0.0152. Give it a transverse wavevector of 0.0185 Å⁻¹. The vertical gap it faces grows by 11 percent, yet the probability falls to 0.0055, little more than a third. In a transistor that works by direct band-to-band tunnelling, this sensitivity helps to decide how many transverse states carry the current.

The algebra uses atomic units, ħ = e = mₑ = 1. Let F > 0 be the uniform force on the electron, directed along x, and let k² = ky² + kz². The model has a conduction and a valence band, each with two spin states:

H = v αx kx + M − F x,

M = u(αy ky + αz kz) + (Eg/2 + b k²) β.

The four matrices αx, αy, αz, β are Hermitian, square to one and anticommute with each other. The velocities v and u measure the interband coupling along and across the force, and b describes the transverse curvature contributed by remote bands. In numbers, v = 6 eV Å, u = 4 eV Å and b = 30 eV Å², with the factors of ħ absorbed; these are round parameters, not those of a material. The model omits remote-band curvature along x, asymmetry between the bands, phonons and any variation of the field.

The potential depends on x alone, so ky and kz are conserved and M is a constant matrix. In M² the cross terms cancel by anticommutation, leaving M² = Δ² with

Δ² = (Eg/2 + b k²)² + u²k²
 = Eg²/4 + (u² + bEg)k² + b²k⁴.

I take u² + bEg > 0 until the other case is considered below. Since M also anticommutes with αx, the square of vαx kx + M is v²kx² + Δ². Without the force the bands are therefore ±√(Δ² + v²kx²), and transverse motion acts by changing the gap from Eg to 2Δ.

The four components split into two identical pairs. Write N = M/Δ, so that N² = 1 and Nαx = −αxN. If e is an eigenvector of αx with eigenvalue +1, then αx(Ne) = −Ne, so Ne has eigenvalue −1; and N takes Ne back to e. Two orthonormal choices of e thus give two pairs (e, Ne), each closed under H. In each pair the field-free Hamiltonian is

( v kx  Δ )
( Δ  −v kx ).

Spin only doubles the count.

The velocities can be exchanged for masses. At k = 0 the vertical gap is 2√(Eg²/4 + v²kx²) ≈ Eg + 2v²kx²/Eg. Defining the reduced mass mx by writing this as Eg + kx²/(2mx) gives

v² = Eg/(4mx).

At kx = 0 the same expansion gives 2Δ ≈ Eg + 2(u² + bEg)k²/Eg, and hence

u² + bEg = Eg/(4mt),  Et = k²/(2mt).

Here Et is the amount by which transverse motion widens the gap at leading order: the transverse kinetic energy of the electron plus that of the hole. In the example mx = 0.0212 and mt = 0.0272 electron masses.

The mechanism is visible in the forbidden region. For total energy zero, let w = Fx be the electron's energy measured from the local midgap. The band relation w² = Δ² + v²kx² has imaginary solutions kx = ±iκ when |w| < Δ, with

κ = √(Δ² − w²)/v.

The barrier has length 2Δ/F and the decay constant peaks at Δ/v. Since dx = dw/F, the action through it is

S = ∫κ dx = (1/(vF)) ∫ √(Δ² − w²) dw = πΔ²/(2vF),

because the integral from −Δ to Δ is the area of a half disc of radius Δ. Transverse motion therefore acts twice: it lengthens the barrier and makes the decay inside it steeper. At k = 0 the length is 80.0 Å, the peak decay constant 0.0333 Å⁻¹ and the action 2.094. At k = 0.0185 Å⁻¹ they are 89.1 Å, 0.0371 Å⁻¹ and 2.600. Two factors of 1.114 multiply to 1.241, which is the ratio of the actions. The semiclassical probability exp(−2S) then suggests T = exp[−πΔ²/(vF)], but leaves open whether a prefactor is missing.

In a uniform field the question can be settled without a semiclassical approximation. In the wavevector representation x becomes i∂/∂kx, so the stationary equation at zero energy is iF ∂φ/∂kx = (field-free H)φ. Put kx = Ft. For the components a and c of one pair, with dots for d/dt,

i ȧ = vFt a + Δ c,
i ċ = Δ a − vFt c.

The component a has velocity +v and c has velocity −v. Far to the left, where w is large and negative, the waves are valence states: a, with vkx = w and so t → −∞, arrives; c, with −vkx = w and so t → +∞, leaves as the reflected wave. Far to the right the waves are conduction states: a at t → +∞ is transmitted, while c at t → −∞ would be a wave arriving from the right. A single incident valence wave thus means c(−∞) = 0, and because both speeds equal v,

T = |a(+∞)|²/|a(−∞)|².

To eliminate c, differentiate the first equation:

i ä = vF a + vFt ȧ + Δ ċ.

The second equation gives Δċ = −iΔ²a + ivFt(Δc), and the first gives Δc = iȧ − vFt a. Therefore

Δċ = −iΔ²a − vFt ȧ − iv²F²t² a.

The terms in ȧ cancel, and division by i leaves

ä + (v²F²t² + Δ² + ivF) a = 0.

Now set a = exp(−ivFt²/2) h. Differentiating the exponential twice produces −ivF − v²F²t², which cancels two of the terms in the bracket, so that

ḧ − 2ivFt ḣ + Δ² h = 0.

Seek h = ∫ g(p) exp(ipt) dp. Then ḧ corresponds to −p²g. In tḣ the factor it exp(ipt) is d exp(ipt)/dp, and integration by parts turns tḣ into −(pg)′. The equation becomes

−p²g + 2ivF (pg)′ + Δ²g = 0,

(pg)′/(pg) = −ip/(2vF) + iδ/p,  δ = Δ²/(2vF).

Integrating, and taking p from 0 to ∞,

h(t) = ∫₀^∞ p^(iδ−1) exp[ipt − ip²/(4vF)] dp.

At p = 0 the integral is defined by replacing iδ with iδ + η and letting η → 0⁺; for η > 0 the boundary term of the integration by parts vanishes there. At large p the contour is turned slightly below the real axis, where the quadratic exponential decays.

For large negative t the whole contour can be turned downwards, where exp(ipt) decays too. The integral then comes from |p| of order 1/|t|, where the quadratic term is negligible, and

h → ∫₀^∞ p^(iδ−1) exp(ipt) dp = Γ(iδ) (−it)^(−iδ).

For large positive t the contour must first rise above the real axis for exp(ipt) to decay. This start gives the same expression. The contour then comes down through the stationary point p = 2vFt, whose contribution is of order 1/t because g contains 1/p, and so drops out of a at late times.

The two limits differ in the phase of −it. For t < 0 it is |t|exp(iπ/2), and |(−it)^(−iδ)| = exp(πδ/2). For t > 0 it is t exp(−iπ/2), and the modulus is exp(−πδ/2). The gamma function is common to both. The initial condition is also met: at early times a is exp(−ivFt²/2) times a slowly varying power, so iȧ − vFt a is of order a/t and c vanishes. The amplitude ratio is exp(−πδ), and squaring gives

T(k) = exp(−2πδ) = exp[−πΔ²/(vF)].

The semiclassical exponent is confirmed, with prefactor one, for this model in an unbounded uniform field. The result holds even when T is not small.

Inserting the expansion of Δ² separates the factors:

T(k) = T0 exp[−k²/q² − πb²k⁴/(vF)],

T0 = exp[−πEg²/(4vF)],  1/q² = π(u² + bEg)/(vF).

With v = ½√(Eg/mx) these become

T0 = exp[−π√mx Eg^(3/2)/(2F)],

1/q² = π√(mx Eg)/(2mt F).

Near k = 0 the quartic term is negligible and, because k² = 2mtEt,

T ≈ T0 exp(−Et/ε),  ε = q²/(2mt) = F/(π√(mx Eg)).

So the suppression is Gaussian in k to leading order near zero, and Gaussian at all k in this model when b = 0. In energy it looks like a Boltzmann factor, with ε in the place of temperature, although nothing here is thermal: ε is set by the field, the gap and the mass along the field. A heavier transverse mass widens the Gaussian in k but leaves ε alone.

In the example −ln T0 = π × 0.16/(4 × 6 × 0.005) = 4.189, so T0 = 0.015165. Next, u² + bEg = 16 + 12 = 28 eV² Å², and q² = 6 × 0.005/(28π) = 3.41 × 10⁻⁴ Å⁻², or q = 0.0185 Å⁻¹, the wavevector of the opening comparison. Comparing the formulas for T0 and ε shows that ε = Eg/(2|ln T0|) = 0.4/8.378 = 0.0477 eV. This explains the sensitivity: the widening, taken as a fraction of the gap, is multiplied by twice the exponent at k = 0.

The factor of two deserves care. One might keep mx fixed in T0 and replace Eg by Eg + Et. The exponent would then grow by the fraction (3/2)Et/Eg, and at Et = ε the leading suppression would be exp(−3/4) = 0.47. The derived fraction is 2Et/Eg, which gives exp(−1) = 0.37. What the substitution misses is that the mass along the field changes too. At fixed k the vertical gap is 2√(Δ² + v²kx²) ≈ 2Δ + v²kx²/Δ, so the reduced mass along x is

μ(k) = Δ/(2v²),

proportional to the gap. This proportionality, and with it the exact factor of two, holds because in this model all the curvature along x comes from the interband coupling v; remote-band curvature along x would add to 1/μ a part that hardly depends on the gap. Using both the new gap and the new mass repairs the formula:

π√μ (2Δ)^(3/2)/(2F) = πΔ²/(vF).

Between k = 0 and k = q, the gap and this mass both grow by the factor 1.114 when found from the diagonalized bands.

An independent check comes from integrating the four-component wave equation in position space, through a long finite potential ramp between flat leads. At k²/q² = 0, 1 and 4 it gives transmissions of 0.015154, 0.0055162 and 0.00023325; the full formula gives 0.015165, 0.0055179 and 0.00023307. The differences are below 0.1 percent. They may come from weak reflection at the ends of the ramp, which was not examined separately. The relative slope of the exponent, taken between k² = 0 and q²/4, is 2.005 from the scattering solution, which rules out 3/2. The pure Gaussian gives 0.00027775 at k²/q² = 4, which is 19 percent above the scattering value: that far out, the quartic term matters.

The current needs the sum over transverse states. With y = k²/q² and d²k = π d(k²),

∫ d²k/(2π)² T = (q²T0/4π) ∫₀^∞ exp(−y − gy²) dy,

g = πb²q⁴/(vF) = b²vF/[π(u² + bEg)²].

For small g, expand exp(−gy²) ≈ 1 − gy². Since ∫ yⁿ exp(−y) dy = n!, the integral is 1 − 2g, and

∫ d²k/(2π)² T ≈ (q²T0/4π)(1 − 2g).

The mean of y has numerator 1 − 6g and denominator 1 − 2g, so the mean of Et = k²/(2mt) is ε(1 − 4g) to first order in g. The factor q²/4π is the effective number of transverse states per area and spin, each counted with the full forward transmission T0. In the Gaussian limit a fraction 1 − exp(−1), or 63 percent, of the tunnelling comes from k < q.

Here g = 0.0110. The Gaussian average is 3.41 × 10⁻⁴ × 0.015165/(4π) = 4.12 × 10⁻⁷ Å⁻². Averaging the scattering transmissions gives 4.03 × 10⁻⁷ Å⁻², a ratio of 0.979 against the first-order 0.978. The mean of Et is 0.0459 eV, against 0.0457 eV from ε(1 − 4g). The mean widening of the gap itself is somewhat smaller, because here 2Δ grows more slowly than Et beyond leading order. The 19 percent error of the Gaussian at k = 2q matters little for the average, because less than 2 percent of the Gaussian's weight lies beyond that point. Most of the 2 percent reduction in the average comes from smaller k, where the error is smaller but the weight is larger.

When may the quartic term be ignored in general? If b ≥ 0, then u² + bEg ≥ bEg, and

g ≤ vF/(πEg²) = 1/(4|ln T0|).

Weak forward tunnelling then guarantees a small g; in the example the bound is 0.060, well above the actual value. If b < 0, there is no such guarantee. As u² + bEg approaches zero the transverse mass diverges, and the quadratic term disappears. At that point T = T0 exp[−πb²k⁴/(vF)], and with s = k² the average becomes

(T0/4π) ∫₀^∞ exp[−πb²s²/(vF)] ds = T0√(vF)/(8π|b|).

It now carries √F in front of T0 instead of F. If u² + bEg is negative, the smallest Δ lies on a ring at k² = −(u² + bEg)/(2b²), and transverse motion up to that ring increases the transmission. The suppression near k = 0 is thus a property of bands whose vertical gap has its minimum there.

To obtain a generation rate, take a full valence band and an empty conduction band. For one spin and one transverse state, a length L holds L dkx/(2π) states in dkx, and the force moves them through kx at the rate F. Hence FL/(2π) electrons per unit time reach the gap, or F/(2π) per length. Two spins and the Gaussian average give the rate per volume

G = 2 × (F/2π) × q²T0/(4π) = F q²T0/(4π²).

Substituting q² = 2mtF/(π√(mx Eg)),

G = F² mt T0/(2π³√(mx Eg)).

One power of F comes from the arrival rate and the other from the widening Gaussian. The example gives 9.95 × 10⁵ Å⁻³ s⁻¹, or about 10³⁰ cm⁻³ s⁻¹. With the scattering average in place of the Gaussian one, the same counting gives 9.74 × 10⁵ Å⁻³ s⁻¹, lower by the 2 percent already explained.

A transistor adds a restriction. In an n-type device the tunnelling current flows in the energy window where the source valence band overlaps the channel conduction band. Let the energy lie a depth d inside the nearer edge of this window, with flat bands in source and channel on either side of the field region. On that side the electron is Eg/2 + d away from midgap, and it can propagate there only if

Δ(k) ≤ Eg/2 + d.

This cuts the average off at some kmax and excludes the share exp(−kmax²/q²) of the Gaussian. For small d the condition reads Et ≤ 2d, so the share is about exp(−2d/ε), and d must be several times ε/2 for this loss to be small. At d = 0.1 eV the condition on Δ gives kmax = 0.0412 Å⁻¹ and an excluded share of 0.7 percent. The small-d estimate would be 1.5 percent; it is too large because at this depth the gap widens more slowly than Et. At the window edge itself the allowed range of k shrinks to zero. These conditions rest on the symmetry of the two bands, which share Et equally between electron and hole. With unequal transverse masses each edge sets its own cutoff, and the nearer edge need not be the limiting one. A term a k² times the unit matrix leaves T unchanged, but with a = 20 eV Å² and d = 0.1 eV it makes the excluded share 2.7 percent at the conduction edge and 0.02 percent at the valence edge.

The cutoff says which states can take part, not how well they are transmitted. A small excluded share is therefore not an estimate of the error in the current. Close to the window edges the turning points lie near the ends of the field region: at k = 0 the distance on the nearer side is d/F, only 20 Å at d = 0.1 eV. The ends then change the transmission, and the uniform-field formula for T is no longer assured. The change can be large and need not be a loss: if the field stops abruptly at flat bands, the transverse average at d = 0.1 eV is about 25 percent above the uniform-field value when the other edge is far away, and about 57 percent above it when both edges are 0.1 eV away. The same holds if the field changes appreciably over the barrier length, 80 Å here. Within those limits, the numerical output below lists the main values for the example.

Computed values

```
gap Eg = 0.400 eV
v along force = 6.00 eV angstrom
u across force = 4.00 eV angstrom
remote-band curvature b = 30.0 eV angstrom^2
force F = 0.0050 eV/angstrom
reduced mass along force mx = 0.02117 electron masses
transverse reduced mass mt = 0.02721 electron masses
exponent at k=0, -ln T0 = 4.1888 (pure number)
T0 formula = 0.015165 (pure number)
Gaussian width q = 0.01847 1/angstrom
q^2 = 3.4105e-04 1/angstrom^2
transverse energy scale eps = 0.04775 eV
quartic parameter g = 0.01096 (pure number)
k^2/q^2, T scattering, T full formula, T Gaussian (pure numbers):
  0.00  1.5154e-02  1.5165e-02  1.5165e-02
  0.25  1.1794e-02  1.1802e-02  1.1810e-02
  1.00  5.5162e-03  5.5179e-03  5.5787e-03
  4.00  2.3325e-04  2.3307e-04  2.7775e-04
relative slope from scattering = 2.005 (pure number)
gap ratio, k=q to k=0 = 1.1142 (pure number)
mass-along-force ratio, k=q to k=0 = 1.1142 (pure number)
k=0: barrier length = 80.0 angstrom
k=0: peak decay constant = 0.03333 1/angstrom
k=0: action = 2.0944 (pure number)
k=q: barrier length = 89.1 angstrom
k=q: peak decay constant = 0.03714 1/angstrom
k=q: action = 2.5999 (pure number)
transverse average, Gaussian = 4.1156e-07 1/angstrom^2
transverse average, scattering = 4.0295e-07 1/angstrom^2
scattering/Gaussian average = 0.9791 (pure number)
first-order prediction 1-2g = 0.9781 (pure number)
mean transverse energy, scattering = 0.04586 eV
first-order prediction eps(1-4g) = 0.04565 eV
generation rate, formula = 9.9515e+05 1/(angstrom^3 s)
generation rate, formula = 9.9515e+29 1/(cm^3 s)
generation rate, scattering = 9.7433e+05 1/(angstrom^3 s)
depth inside overlap window d = 0.10 eV
transverse cutoff kmax = 0.04115 1/angstrom
excluded Gaussian share = 0.00697 (pure number)
```
